# Weibull Lifetime Needed for 100 ppm Dielectric Failures in Ten Years: a numerical check

```python
"""
Result under test: if chip breakdown times follow the Weibull law
    F(t) = 1 - exp(-(t/eta)**beta),
then beta = 1.5 and F(10 years) = 100 ppm require
    eta = t * (-log(1 - F))**(-1/beta), about 4600 years.
F: cumulative failed fraction; beta: Weibull slope;
eta: characteristic lifetime of a whole chip at use conditions (years).
The law itself is tested by simulating columns of sites that become
defective at random: a column breaks when all its sites are defective,
and a chip fails when its first column breaks.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

beta = 1.5
service_years = 10.0
allowed = 100e-6


def required_eta(fraction, slope):
    return service_years * (-math.log1p(-fraction)) ** (-1.0 / slope)


def failed_fraction(t, eta, slope):
    return -math.expm1(-((t / eta) ** slope))


def density(t, eta, slope):
    x = t / eta
    return slope / eta * x ** (slope - 1) * math.exp(-(x ** slope))


def integrated_density(t, eta, slope):
    return quad(density, 0, t, args=(eta, slope),
                epsabs=0, epsrel=1e-9, limit=200)[0]


# Required lifetime: closed form against root search on the integral
hazard_sum = -math.log1p(-allowed)
eta = required_eta(allowed, beta)
eta_search = brentq(
    lambda e: integrated_density(service_years, e, beta) / allowed - 1,
    100.0, 1e5)
assert abs(eta_search / eta - 1) < 1e-6
assert round(eta, -2) == 4600
eta_small_f = service_years * allowed ** (-1 / beta)
shift = eta_small_f / eta - 1
assert abs(shift / (allowed / (2 * beta)) - 1) < 1e-2

# Median and mean: closed forms against quadrature
median = eta * math.log(2) ** (1 / beta)
mean = eta * math.gamma(1 + 1 / beta)
assert abs(integrated_density(median, eta, beta) - 0.5) < 1e-7
mean_quad = eta * quad(lambda x: math.exp(-x ** beta), 0, np.inf)[0]
assert abs(mean_quad / mean - 1) < 1e-6

# Simulation of sites and columns, with no Weibull law put in
rng = np.random.default_rng(12345)
columns, sites, growth = 1000, 3, 0.5
chips, batch = 20000, 500
first_parts, second_parts = [], []
for _ in range(chips // batch):
    last_site = rng.random((batch, columns))
    for _ in range(sites - 1):
        np.maximum(last_site, rng.random((batch, columns)), out=last_site)
    two = np.partition(last_site, 1, axis=1)[:, :2]
    # site defect probability at time t is (t/tau)**growth, with tau = 1
    first_parts.append(two[:, 0] ** (1 / growth))
    second_parts.append(two[:, 1] ** (1 / growth))
first = np.concatenate(first_parts)
second = np.concatenate(second_parts)


def weibull_fit(times):
    """Maximum-likelihood slope and characteristic lifetime."""
    scale = times.mean()
    x = times / scale
    logs = np.log(x)

    def condition(b):
        w = x ** b
        return (w * logs).sum() / w.sum() - 1 / b - logs.mean()

    b = brentq(condition, 0.2, 8.0)
    return b, scale * np.mean(x ** b) ** (1 / b)


slope_sim, eta_sim = weibull_fit(first)
slope_theory = sites * growth
eta_theory = columns ** (-1 / slope_theory)
# tolerances are about four standard errors of the finite sample
assert abs(slope_sim - slope_theory) < 0.035
assert abs(eta_sim / eta_theory - 1) < 0.025
ordered = np.sort(first)
law = -np.expm1(-(ordered / eta_theory) ** slope_theory)
rank = np.arange(1, chips + 1) / chips
distance = max(np.max(rank - law), np.max(law - rank + 1 / chips))
assert distance < 0.015

# Tail of the column model at the service time itself
tau = eta * columns ** (1 / beta)
site_prob = (service_years / tau) ** growth
tail = -math.expm1(columns * math.log1p(-site_prob ** sites))
assert abs(tail / allowed - 1) < 1e-5

# Area scaling: ten simulated chips joined into one larger chip
joined = first.reshape(-1, 10).min(axis=1)
ratio_sim = eta_sim / weibull_fit(joined)[1]
ratio_theory = 10 ** (1 / beta)
assert abs(ratio_sim / ratio_theory - 1) < 0.07
chip_area, test_area = 0.1, 1e-4
area_factor = (chip_area / test_area) ** (1 / beta)
eta_test = eta * area_factor


# Second breakdown fatal instead of the first
def second_fraction(h):
    return -math.expm1(-h) - h * math.exp(-h)


second_sim = np.mean(second < eta_theory)
assert abs(second_sim - second_fraction(1.0)) < 0.013
h_second = brentq(lambda h: second_fraction(h) / allowed - 1, 1e-4, 1.0)
eta_second = service_years * h_second ** (-1 / beta)

# Chip-to-chip spread of log(eta) about the same median
sigma = 0.5
spread_f = quad(
    lambda z: math.exp(-z * z / 2) / math.sqrt(2 * math.pi)
    * failed_fraction(service_years, eta * math.exp(sigma * z), beta),
    -8, 8, epsabs=0, epsrel=1e-9)[0]
spread_formula = allowed * math.exp((beta * sigma) ** 2 / 2)
assert abs(spread_f / spread_formula - 1) < 1e-3

# Hotter or higher-voltage use shortens eta
activation_ev, temp, hotter = 0.6, 398.0, 408.0
k_ev = constants.k / constants.e
heat_factor = math.exp(activation_ev / k_ev * (1 / temp - 1 / hotter))
exponent, voltage_ratio = 40, 1.02
volt_factor = voltage_ratio ** exponent
heat_f = integrated_density(service_years, eta / heat_factor, beta)
volt_f = integrated_density(service_years, eta / volt_factor, beta)
assert abs(heat_f / (allowed * heat_factor ** beta) - 1) < 1e-3
assert abs(volt_f / (allowed * volt_factor ** beta) - 1) < 1e-3

# Defective chips that all fail within the service time
defective = 50e-6
eta_defect = required_eta((allowed - defective) / (1 - defective), beta)
total = defective + (1 - defective) * integrated_density(
    service_years, eta_defect, beta)
assert abs(total / allowed - 1) < 1e-6

# Example inputs
thickness_nm, voltage = 2.0, 1.0
field = voltage / (thickness_nm * 1e-7) / 1e6

print(f"Weibull slope: {beta:.1f}")
print(f"Service time: {service_years:.0f} years")
print(f"Allowed failed fraction: {allowed * 1e6:.0f} ppm")
print(f"H = -ln(1-F): {hazard_sum:.6e}")
print(f"Factor eta/t: {eta / service_years:.2f}")
print(f"Required eta: {eta:.1f} years")
print(f"Required eta by root search: {eta_search:.1f} years")
print(f"Relative shift from H = F: {shift:.2e}")
print(f"Median lifetime: {median:.0f} years")
print(f"Mean lifetime: {mean:.0f} years")
for other in (1.0, 1.4, 1.6):
    print(f"Required eta at slope {other:.1f}: "
          f"{required_eta(allowed, other):.0f} years")
for other in (1.4, 1.6):
    ppm = 1e6 * failed_fraction(service_years, eta, other)
    print(f"Failures at unchanged eta, slope {other:.1f}: {ppm:.0f} ppm")
print(f"Simulated chips: {chips}; columns per chip: {columns}")
print(f"Sites per column: {sites}; growth exponent: {growth:.1f}")
print(f"Simulated slope: {slope_sim:.3f}; theory: {slope_theory:.3f}")
print(f"Simulated eta/tau: {eta_sim:.5f}; theory: {eta_theory:.5f}")
print(f"Largest gap of simulated F from Weibull: {distance:.4f}")
print(f"Eta ratio for 10x area, simulated: {ratio_sim:.2f}; "
      f"theory: {ratio_theory:.2f}")
print(f"Second breakdown by t = eta, simulated: {second_sim:.3f}; "
      f"theory: {second_fraction(1.0):.3f}")
print(f"Dielectric thickness: {thickness_nm:.1f} nm")
print(f"Use voltage: {voltage:.1f} V; field: {field:.1f} MV/cm")
print(f"Chip gate area: {chip_area:.1f} cm2")
print(f"Test capacitor area: {test_area:.0e} cm2")
print(f"Area factor for eta: {area_factor:.1f}")
print(f"Required eta of test capacitor: {eta_test:.3e} years")
print(f"Spread of ln(eta): {sigma:.1f}; failures: {spread_f*1e6:.0f} ppm")
print(f"Activation energy: {activation_ev:.1f} eV")
print(f"Use temperature: {temp:.0f} K; hotter case: {hotter:.0f} K")
print(f"Lifetime reduction by heat: {heat_factor:.2f}; "
      f"failures: {heat_f * 1e6:.0f} ppm")
print(f"Voltage exponent: {exponent}; "
      f"overvoltage: {100 * (voltage_ratio - 1):.0f} %")
print(f"Lifetime reduction by voltage: {volt_factor:.2f}; "
      f"failures: {volt_f * 1e6:.0f} ppm")
print(f"Defective chips: {defective * 1e6:.0f} ppm; "
      f"required eta of the rest: {eta_defect:.0f} years")
print(f"H allowed if second breakdown is fatal: {h_second:.5f}")
print(f"Required eta if second breakdown is fatal: {eta_second:.0f} years")
print("PASS")
```

Printed output:

```
Weibull slope: 1.5
Service time: 10 years
Allowed failed fraction: 100 ppm
H = -ln(1-F): 1.000050e-04
Factor eta/t: 464.14
Required eta: 4641.4 years
Required eta by root search: 4641.4 years
Relative shift from H = F: 3.33e-05
Median lifetime: 3635 years
Mean lifetime: 4190 years
Required eta at slope 1.0: 99995 years
Required eta at slope 1.4: 7197 years
Required eta at slope 1.6: 3162 years
Failures at unchanged eta, slope 1.4: 185 ppm
Failures at unchanged eta, slope 1.6: 54 ppm
Simulated chips: 20000; columns per chip: 1000
Sites per column: 3; growth exponent: 0.5
Simulated slope: 1.503; theory: 1.500
Simulated eta/tau: 0.00999; theory: 0.01000
Largest gap of simulated F from Weibull: 0.0049
Eta ratio for 10x area, simulated: 4.62; theory: 4.64
Second breakdown by t = eta, simulated: 0.260; theory: 0.264
Dielectric thickness: 2.0 nm
Use voltage: 1.0 V; field: 5.0 MV/cm
Chip gate area: 0.1 cm2
Test capacitor area: 1e-04 cm2
Area factor for eta: 100.0
Required eta of test capacitor: 4.641e+05 years
Spread of ln(eta): 0.5; failures: 132 ppm
Activation energy: 0.6 eV
Use temperature: 398 K; hotter case: 408 K
Lifetime reduction by heat: 1.54; failures: 190 ppm
Voltage exponent: 40; overvoltage: 2 %
Lifetime reduction by voltage: 2.21; failures: 328 ppm
Defective chips: 50 ppm; required eta of the rest: 7368 years
H allowed if second breakdown is fatal: 0.01421
Required eta if second breakdown is fatal: 170 years
PASS
```
